# Vacuum fluctuations and the topological transition of an SSH ring: verification in Python

```python
"""
Result under test: an SSH ring with unequal bond lengths in one cavity mode has
mean-field hoppings V = v exp(-gv^2 s/2), W = w exp(-gw^2 s/2), and its winding
number changes at ln(v/w) = s (gv^2 - gw^2)/2.
v, w   : bare intracell and intercell hoppings
gv, gw : Peierls couplings of the two bonds (proportional to bond length)
s      : variance <X^2> of X = a + a^dagger (bare vacuum: s = 1)
beta   : bond order at the transition; freq = photon energy / w
Energies inside the functions are in units of w; x denotes ln(v/w).
Electrons are spinless and half filling means one electron per cell.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.linalg import eigh, expm
from scipy.optimize import brentq, minimize_scalar

CELLS = 5
W_EV = 0.1
PHOTON_EV = 1.0
LEN_V, LEN_W = 1.2, 0.8          # nm
FIELD = 0.5                      # e A0 / hbar in 1/nm
GV, GW = FIELD * LEN_V, FIELD * LEN_W
FREQ = PHOTON_EV / W_EV


def closed_beta(cells):
    """Critical bond order, odd periodic ring (k = pi absent)."""
    return 1 / (cells * np.sin(np.pi / (2 * cells)))


def crossing_beta(cells):
    """Critical bond order, ring containing k = pi, mean of both states."""
    return 1 / (cells * np.tan(np.pi / (2 * cells)))


def formula(cells, gv, gw, freq, beta):
    """Derived variance s and critical ln(v/w)."""
    def condition(s):
        hop = np.exp(-gw**2 * s / 2)
        load = 2 * cells * beta * hop * (gv**2 + gw**2) / freq
        return s**2 * (1 + load) - 1
    s = brentq(condition, 0, 1, xtol=1e-14)
    return s, s * (gv**2 - gw**2) / 2


def energy(s, x, cells, gv, gw, freq, shift=0.0):
    """Product-state energy; shift = <X> of a displaced photon state."""
    k = 2 * np.pi * np.arange(cells) / cells
    hop_v = np.exp(x - gv**2 * s / 2 - 1j * gv * shift)
    hop_w = np.exp(-gw**2 * s / 2 + 1j * gw * shift)
    photon = freq * (s + 1 / s - 2 + shift**2) / 4
    return photon - np.abs(hop_v + hop_w * np.exp(-1j * k)).sum()


def best_s(x, cells, gv, gw, freq):
    res = minimize_scalar(energy, bounds=(0.01, 1.5), method="bounded",
                          args=(x, cells, gv, gw, freq),
                          options={"xatol": 1e-11})
    return res.x


def minimized_shift(cells, gv, gw, freq):
    """Critical ln(v/w) found by direct energy minimization."""
    def log_ratio(x):
        return x - best_s(x, cells, gv, gw, freq) * (gv**2 - gw**2) / 2
    return brentq(log_ratio, -0.01, 0.3, xtol=1e-11)


def winding(hop_v, hop_w):
    k = np.linspace(0, 2 * np.pi, 4001)
    phase = np.unwrap(np.angle(hop_v + hop_w * np.exp(-1j * k)))
    return int(round(abs(phase[-1] - phase[0]) / (2 * np.pi)))


# --- photon averages from explicit Fock-space squeezed states ---
DIM = 60
lower = np.diag(np.sqrt(np.arange(1, DIM)), 1)
quad_x = lower + lower.T
number = np.diag(np.arange(DIM)).astype(float)
for squeeze in (0.0, 0.15):
    state = expm(squeeze / 2 * (lower @ lower - lower.T @ lower.T))[:, 0]
    variance = state @ quad_x @ quad_x @ state
    assert abs(variance - np.exp(-2 * squeeze)) < 1e-9
    mean_n = state @ number @ state
    assert abs(mean_n - (variance + 1 / variance - 2) / 4) < 1e-9
    for g in (GV, GW):
        average = state @ expm(1j * g * quad_x) @ state
        assert abs(average - np.exp(-g**2 * variance / 2)) < 1e-9

# --- a classical field leaves the gap unchanged ---
fine_k = np.linspace(0, 2 * np.pi, 40001)
for classical in (0.0, 0.7, 2.3):
    band = np.abs(1.09 * np.exp(-1j * GV * classical)
                  + np.exp(1j * GW * classical - 1j * fine_k))
    assert abs(band.min() - 0.09) < 1e-6

# --- critical bond orders from explicit sums ---
k_closed = 2 * np.pi * np.arange(CELLS) / CELLS
k_cross = k_closed + np.pi / CELLS
beta_closed = closed_beta(CELLS)
beta_cross = crossing_beta(CELLS)
assert abs(np.abs(np.cos(k_closed / 2)).mean() - beta_closed) < 1e-12
assert abs(np.abs(np.cos(k_cross / 2)).mean() - beta_cross) < 1e-12
assert abs(closed_beta(2001) - 2 / np.pi) < 1e-6

# --- Gaussian mean field: formula against minimization ---
s_crit, x_crit = formula(CELLS, GV, GW, FREQ, beta_closed)
x_min = minimized_shift(CELLS, GV, GW, FREQ)
assert abs(x_min - x_crit) < 1e-6
assert abs(best_s(x_crit, CELLS, GV, GW, FREQ) - s_crit) < 1e-5
s_grid = np.linspace(0.3, 1.5, 241)
curve = [energy(s, x_crit, CELLS, GV, GW, FREQ) for s in s_grid]
assert np.diff(curve, 2).min() > 0
undisplaced = energy(s_crit, x_crit, CELLS, GV, GW, FREQ)
for displacement in np.linspace(0.05, 6, 120):
    assert energy(s_crit, x_crit, CELLS, GV, GW, FREQ,
                  displacement) > undisplaced


# --- mean field with an unrestricted photon state, real-space electrons ---
cos_v = expm(1j * GV * quad_x).real
cos_w = expm(1j * GW * quad_x).real


def full_mean_field_log(x):
    """ln(V/W) after self-consistency between electrons and photons."""
    v = np.exp(x)
    factor_v, factor_w = np.exp(-GV**2 / 2), np.exp(-GW**2 / 2)
    sites = 2 * CELLS
    for _ in range(200):
        ham = np.zeros((sites, sites))
        for j in range(CELLS):
            a, b, c = 2 * j, 2 * j + 1, (2 * j + 2) % sites
            ham[a, b] = ham[b, a] = -v * factor_v
            ham[b, c] = ham[c, b] = -factor_w
        orbitals = np.linalg.eigh(ham)[1][:, :CELLS]
        rho = orbitals @ orbitals.T
        bond_v = sum(2 * rho[2 * j, 2 * j + 1] for j in range(CELLS))
        bond_w = sum(2 * rho[2 * j + 1, (2 * j + 2) % sites]
                     for j in range(CELLS))
        photon_ham = FREQ * number - v * bond_v * cos_v - bond_w * cos_w
        ground = np.linalg.eigh(photon_ham)[1][:, 0]
        new_v, new_w = ground @ cos_v @ ground, ground @ cos_w @ ground
        change = abs(new_v - factor_v) + abs(new_w - factor_w)
        factor_v, factor_w = new_v, new_w
        if change < 1e-11:
            break
    assert change < 1e-9
    return np.log(v * factor_v / factor_w)


x_full = brentq(full_mean_field_log, 0.0, 0.2, xtol=1e-9)
assert abs(x_full - x_crit) < 5e-4   # non-Gaussian part of the photon state


class ExactRing:
    """Many-electron ring with k = pi, coupled exactly to the mode.

    The phase of a is chosen so that exp(i g X) becomes the real matrix
    exp(g (a^dagger - a)). Inversion reverses the sites and sends a to -a.
    """

    def __init__(self, cells, photons, gv, gw):
        sites = 2 * cells
        states = [sum(1 << i for i in occ)
                  for occ in combinations(range(sites), cells)]
        index = {state: i for i, state in enumerate(states)}
        size = len(states)
        twist = 1 if cells % 2 == 0 else -1

        def hop(target, source, sign):
            mat = sparse.lil_matrix((size, size))
            low, high = sorted((target, source))
            mask = ((1 << high) - 1) & ~((1 << (low + 1)) - 1)
            for st in states:
                if (st >> source) & 1 and not (st >> target) & 1:
                    new = st ^ (1 << source) ^ (1 << target)
                    parity = (-1) ** bin(st & mask).count("1")
                    mat[index[new], index[st]] = sign * parity
            return mat.tocsr()

        intra = sparse.csr_matrix((size, size))
        inter = sparse.csr_matrix((size, size))
        for j in range(cells):
            intra = intra + hop(2 * j, 2 * j + 1, 1)
            edge = twist if j == cells - 1 else 1
            inter = inter + hop((2 * j + 2) % sites, 2 * j + 1, edge)
        gen = lower.T - lower
        disp_v = expm(-gv * gen)[:photons, :photons]
        disp_w = expm(gw * gen)[:photons, :photons]
        term_v = sparse.kron(intra, disp_v, format="csr")
        term_w = sparse.kron(inter, disp_w, format="csr")
        term_v = term_v + term_v.T
        term_w = term_w + term_w.T
        quanta = sparse.kron(sparse.identity(size),
                             sparse.diags(np.arange(photons, dtype=float)),
                             format="csr")
        mirror = [index[int(format(st, f"0{sites}b")[::-1], 2)]
                  for st in states]
        bases = []
        for sector in (1, -1):
            rows, cols, vals, count = [], [], [], 0
            for i, partner in enumerate(mirror):
                for n in range(photons):
                    sign = sector * (-1) ** n
                    if i < partner:
                        rows += [i * photons + n, partner * photons + n]
                        cols += [count, count]
                        vals += [np.sqrt(0.5), sign * np.sqrt(0.5)]
                        count += 1
                    elif i == partner and sign == 1:
                        rows.append(i * photons + n)
                        cols.append(count)
                        vals.append(1.0)
                        count += 1
            bases.append(sparse.csr_matrix(
                (vals, (rows, cols)), shape=(size * photons, count)))
        for term in (term_v, term_w):
            leak = bases[0].T @ term @ bases[1]
            assert abs(leak).max() < 1e-10
        self.blocks = [[(u.T @ m @ u).toarray()
                        for m in (quanta, term_v, term_w)] for u in bases]

    def splitting(self, x, freq):
        levels = []
        for quanta, term_v, term_w in self.blocks:
            ham = freq * quanta - np.exp(x) * term_v - term_w
            levels.append(eigh(ham, eigvals_only=True,
                               subset_by_index=[0, 0])[0])
        return levels[0] - levels[1]

    def crossing(self, freq, left=-0.1, right=0.3):
        return brentq(self.splitting, left, right, args=(freq,), xtol=1e-10)


# --- exact crossing: high frequency, three cells ---
x_vacuum = (GV**2 - GW**2) / 2
small_ring = ExactRing(3, 10, GV, GW)
scan = []
for freq in (20.0, 40.0, 80.0):
    exact = small_ring.crossing(freq)
    squeezed = formula(3, GV, GW, freq, crossing_beta(3))[1]
    scan.append((freq, exact, squeezed))
dev_vac = [abs(row[1] - x_vacuum) for row in scan]
dev_sq = [abs(row[1] - row[2]) for row in scan]
assert 1.8 < dev_vac[1] / dev_vac[2] < 2.1
assert dev_sq[2] < 0.1 * dev_vac[2]
more_photons = ExactRing(3, 14, GV, GW)
assert abs(more_photons.crossing(FREQ) - small_ring.crossing(FREQ)) < 1e-6

# --- equal bond lengths: no shift; weak coupling: order g^2 at low freq ---
x_equal = ExactRing(3, 10, 0.5, 0.5).crossing(FREQ)
assert abs(x_equal) < 1e-8
WEAK = 0.05
WEAK_FREQ = 2.0
x_weak = ExactRing(3, 8, WEAK * GV, WEAK * GW).crossing(WEAK_FREQ)
weak_ratio = x_weak / (WEAK**2 * x_vacuum)
assert abs(weak_ratio - 1) < 0.02

# --- exact crossing for the worked example ---
x_exact = ExactRing(CELLS, 8, GV, GW).crossing(FREQ, 0.0, 0.2)
s_ref, x_ref = formula(CELLS, GV, GW, FREQ, beta_cross)
assert abs(x_exact - x_ref) < abs(x_exact - x_vacuum)

# --- large rings ---
density = []
for cells in (45, 405):
    scale = np.sqrt(CELLS / cells)
    density.append(minimized_shift(cells, GV * scale, GW * scale, FREQ))
assert abs(density[0] / density[1] / 9 - 1) < 0.03
fixed = [minimized_shift(cells, GV, GW, FREQ) for cells in (405, 1621)]
assert 1.9 < fixed[0] / fixed[1] < 2.1

# --- a bare-trivial chain that is topological when dressed ---
cases = []
for ratio in (1.05, 1.12):
    s_case = best_s(np.log(ratio), CELLS, GV, GW, FREQ)
    dressed_v = ratio * np.exp(-GV**2 * s_case / 2)
    dressed_w = np.exp(-GW**2 * s_case / 2)
    cases.append((ratio, s_case, dressed_v, dressed_w,
                  winding(ratio, 1.0), winding(dressed_v, dressed_w)))
assert cases[0][4:] == (0, 1) and cases[1][4:] == (0, 0)

volume = (const.e**2 / (2 * const.epsilon_0 * PHOTON_EV * const.e
                        * (FIELD * 1e9)**2)) * 1e27
hop_crit = W_EV * np.exp(-GW**2 * s_crit / 2)

print(f"cells N = {CELLS}")
print(f"bare w = {W_EV:.3f} eV, photon energy = {PHOTON_EV:.3f} eV")
print(f"bond lengths b_v, b_w = {LEN_V:.2f}, {LEN_W:.2f} nm")
print(f"e A0/hbar = {FIELD:.2f} 1/nm")
print(f"couplings g_v, g_w = {GV:.2f}, {GW:.2f}")
print(f"mode volume = {volume:.1f} nm^3")
print(f"vacuum factors v, w bond = {np.exp(-GV**2/2):.5f}, "
      f"{np.exp(-GW**2/2):.5f}")
print(f"vacuum (s=1) ln(v_c/w) = {x_vacuum:.5f}")
print(f"vacuum (s=1) v_c/w = {np.exp(x_vacuum):.5f}")
print(f"critical bond order beta, closed ring = {beta_closed:.5f}")
print(f"self-consistent variance s = {s_crit:.5f}")
print(f"self-consistent ln(v_c/w) = {x_crit:.5f}")
print(f"self-consistent v_c/w = {np.exp(x_crit):.5f}")
print(f"critical v_c = {1000*W_EV*np.exp(x_crit):.3f} meV")
print(f"common dressed hopping t_c = {1000*hop_crit:.3f} meV")
print(f"direct minimization ln(v_c/w) = {x_min:.5f}")
print(f"unrestricted photon state ln(v_c/w) = {x_full:.5f}")
for ratio, s_case, hv, hw, bare, dressed in cases:
    print(f"v/w = {ratio:.2f}: s = {s_case:.5f}, V = {1000*W_EV*hv:.3f} meV, "
          f"W = {1000*W_EV*hw:.3f} meV")
    print(f"  winding bare, dressed = {bare}, {dressed}")
print(f"ring with k=pi, N=5: beta = {beta_cross:.5f}, s = {s_ref:.5f}")
print(f"  Gaussian reference ln(v_c/w) = {x_ref:.5f}")
print(f"  exact parity crossing ln(v_c/w) = {x_exact:.5f}")
print(f"  exact parity crossing v_c/w = {np.exp(x_exact):.5f}")
print("ring with k=pi, N=3: photon energy/w, exact ln, Gaussian ln")
for freq, exact, squeezed in scan:
    print(f"  {freq:.0f}, {exact:.6f}, {squeezed:.6f}")
print(f"equal bonds g=0.5, N=3: |exact ln(v_c/w)| < 1e-8 is "
      f"{abs(x_equal) < 1e-8}")
print(f"couplings times {WEAK}, photon energy/w = {WEAK_FREQ:.0f}, N=3:")
print(f"  exact ln(v_c/w) / [(g_v^2-g_w^2)/2] = {weak_ratio:.5f}")
print(f"fixed mode density, N=45, 405: ln(v_c/w) = "
      f"{density[0]:.6f}, {density[1]:.6f}")
print(f"fixed couplings, N=405, 1621: ln(v_c/w) = "
      f"{fixed[0]:.6f}, {fixed[1]:.6f}")
print("done: every assertion held")
```

Printed output:

```
cells N = 5
bare w = 0.100 eV, photon energy = 1.000 eV
bond lengths b_v, b_w = 1.20, 0.80 nm
e A0/hbar = 0.50 1/nm
couplings g_v, g_w = 0.60, 0.40
mode volume = 36.2 nm^3
vacuum factors v, w bond = 0.83527, 0.92312
vacuum (s=1) ln(v_c/w) = 0.10000
vacuum (s=1) v_c/w = 1.10517
critical bond order beta, closed ring = 0.64721
self-consistent variance s = 0.87242
self-consistent ln(v_c/w) = 0.08724
self-consistent v_c/w = 1.09116
critical v_c = 109.116 meV
common dressed hopping t_c = 93.259 meV
direct minimization ln(v_c/w) = 0.08724
unrestricted photon state ln(v_c/w) = 0.08720
v/w = 1.05: s = 0.87678, V = 89.670 meV, W = 93.226 meV
  winding bare, dressed = 0, 1
v/w = 1.12: s = 0.86935, V = 95.776 meV, W = 93.282 meV
  winding bare, dressed = 0, 0
ring with k=pi, N=5: beta = 0.61554, s = 0.87761
  Gaussian reference ln(v_c/w) = 0.08776
  exact parity crossing ln(v_c/w) = 0.08777
  exact parity crossing v_c/w = 1.09173
ring with k=pi, N=3: photon energy/w, exact ln, Gaussian ln
  20, 0.096053, 0.096074
  40, 0.097969, 0.097981
  80, 0.098970, 0.098976
equal bonds g=0.5, N=3: |exact ln(v_c/w)| < 1e-8 is True
couplings times 0.05, photon energy/w = 2, N=3:
  exact ln(v_c/w) / [(g_v^2-g_w^2)/2] = 0.99891
fixed mode density, N=45, 405: ln(v_c/w) = 0.009640, 0.001070
fixed couplings, N=405, 1621: ln(v_c/w) = 0.019101, 0.009645
done: every assertion held
```
